# Radical density in a pulsed plasma: extremes and cycle average: test program

```python
# Radical density n(t) in a square-wave pulsed plasma with first-order loss:
#   dn/dt = G(t) - k n,  G = G0 for a time D*T, then 0 for (1-D)*T,  T = 1/f.
# Result under test, for the periodic state:
#   n_max = (G0/k) (1 - exp(-k D T)) / (1 - exp(-k T))
#   n_min = n_max exp(-k (1-D) T),   mean n = D G0/k at every frequency f.
# G0: production rate while on, k: loss rate, D: duty cycle, T: period.
# Densities are in 1e12 cm^-3 and times in s unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import j0, j1


def close(x, y, rel=1e-7):
    return abs(x - y) <= rel * abs(y)


def one_cycle(rate_on, rate_off, duty, period, n_start):
    """Integrate one period; return all densities met and the time average."""
    opts = dict(method="DOP853", rtol=1e-11, atol=1e-13)
    on = solve_ivp(lambda t, y: [rate_on(t, y[0]), y[0]],
                   (0, duty * period), [n_start, 0.0], **opts)
    off = solve_ivp(lambda t, y: [rate_off(t, y[0]), y[0]],
                    (0, (1 - duty) * period), on.y[:, -1], **opts)
    assert on.success and off.success
    return np.concatenate([on.y[0], off.y[0]]), off.y[1, -1] / period


def periodic_state(rate_on, rate_off, duty, period):
    """Fixed point of the numerically integrated (affine) period map."""
    end0 = one_cycle(rate_on, rate_off, duty, period, 0.0)[0][-1]
    end1 = one_cycle(rate_on, rate_off, duty, period, 1.0)[0][-1]
    start = end0 / (1 - (end1 - end0))
    trace, mean = one_cycle(rate_on, rate_off, duty, period, start)
    assert close(trace[-1], start, 1e-6) or abs(trace[-1] - start) < 1e-9
    return trace.max(), trace.min(), mean


def extremes(source, loss, duty, period):
    top = source / loss * np.expm1(-loss * duty * period) / np.expm1(-loss * period)
    return top, top * np.exp(-loss * (1 - duty) * period)


def mean_unequal_loss(source, k_on, k_off, duty, period):
    a, b = k_on * duty * period, k_off * (1 - duty) * period
    top = source / k_on * np.expm1(-a) / np.expm1(-a - b)
    swing = -top * np.expm1(-b)
    return duty * source / k_on + swing / period * (1 / k_off - 1 / k_on)


# Rough, round parameters: O atoms in a low-power pulsed O2 plasma
G0, k, D = 5000.0, 250.0, 0.25
frequencies = [10.0, 100.0, 1000.0, 10000.0]
pressure_mTorr, T_gas, T_wall = 20.0, 500.0, 300.0
tau_rise, tau_tail = 20e-6, 5e-6
n_gas = (pressure_mTorr * 1e-3 * const.torr / (const.k * T_gas)) * 1e-6 / 1e12

# Extremes, mean and ripple against numerical integration
table = []
for duty in (D, 0.5, 0.8):
    for f in frequencies:
        T = 1 / f
        top, low, mean = periodic_state(lambda t, n: G0 - k * n,
                                        lambda t, n: -k * n, duty, T)
        top_f, low_f = extremes(G0, k, duty, T)
        assert close(top, top_f)
        assert abs(low - low_f) < 1e-7 * top_f
        assert close(mean, duty * G0 / k)
        a, b = k * duty * T, k * (1 - duty) * T
        ripple = 2 * G0 / k * np.sinh(a / 2) * np.sinh(b / 2) / np.sinh((a + b) / 2)
        assert close(top - low, ripple, 1e-6)
        if f == 1000.0:
            linear = G0 * duty * (1 - duty) * T
            assert abs((top - low) / linear - 1 + a * b / 12) < 2e-5
        if duty == 0.5:
            assert close((top + low) / 2, mean)
        if duty == D:
            table.append((f, top_f, low_f, top_f - low_f, mean))
top100, low100 = extremes(G0, k, D, 0.01)
midpoint100 = (top100 + low100) / 2
assert abs(midpoint100 / (D * G0 / k) - 1) > 0.05

# Approach from an empty chamber: error shrinks by exp(-k T) each cycle
n = 0.0
for cycle in range(3):
    n = one_cycle(lambda t, x: G0 - k * x, lambda t, x: -k * x, D, 0.01, n)[0][-1]
assert close(low100 - n, low100 * np.exp(-3 * k * 0.01), 1e-5)

# Neglected effects that make the mean depend on frequency
base = D * G0 / k
k_depleted = k + G0 / (2 * n_gas)
k_cold = k * np.sqrt(T_wall / T_gas)
effects = []
for f in frequencies:
    T = 1 / f
    numeric = periodic_state(lambda t, n: G0 * (1 - n / (2 * n_gas)) - k * n,
                             lambda t, n: -k * n, D, T)[2]
    depletion = mean_unequal_loss(G0, k_depleted, k, D, T)
    assert close(numeric, depletion, 1e-6)
    numeric = periodic_state(lambda t, n: G0 - k * n,
                             lambda t, n: -k_cold * n, D, T)[2]
    cooling = mean_unequal_loss(G0, k, k_cold, D, T)
    assert close(numeric, cooling, 1e-6)
    reached = -np.expm1(-D * T / tau_rise)
    tail = -tau_tail * np.expm1(-(1 - D) * T / tau_tail)
    factor = 1 + reached * (tail - tau_rise) / (D * T)
    numeric = periodic_state(
        lambda t, n: -G0 * np.expm1(-t / tau_rise) - k * n,
        lambda t, n: G0 * reached * np.exp(-t / tau_tail) - k * n, D, T)[2]
    assert close(numeric, base * factor, 1e-6)
    effects.append((f, 100 * (depletion / base - 1), 100 * (cooling / base - 1),
                    100 * (factor - 1)))
slow_limit = D * G0 / k
fast_limit = D * G0 / (D * k + (1 - D) * k_cold)
assert close(mean_unequal_loss(G0, k, k_cold, D, 1e4), slow_limit, 1e-5)
assert close(mean_unequal_loss(G0, k, k_cold, D, 1e-7), fast_limit, 1e-5)

# Loss rate expected from wall recombination and diffusion in a cylinder (cm, s)
radius, height, gamma, diffusivity = 15.0, 10.0, 0.04, 3.0e4
mass_O = 16 * const.atomic_mass
speed = 100 * np.sqrt(8 * const.k * T_gas / (np.pi * mass_O))
volume_to_area = radius * height / (2 * (radius + height))
diff_length2 = 1 / ((np.pi / height) ** 2 + (2.405 / radius) ** 2)
t_diffusion = diff_length2 / diffusivity
t_wall = 2 * volume_to_area * (2 - gamma) / (speed * gamma)
k_estimate = 1 / (t_diffusion + t_wall)
# Lowest diffusion mode with the wall-loss boundary condition
h = gamma * speed / (2 * (2 - gamma))
x = brentq(lambda u: u * np.tan(u) - h * height / 2 / diffusivity, 1e-6, 1.5)
y = brentq(lambda u: u * j1(u) - h * radius / diffusivity * j0(u), 1e-6, 2.4)
k_mode = diffusivity * ((2 * x / height) ** 2 + (y / radius) ** 2)
assert abs(k_estimate / k_mode - 1) < 0.05
corner_ratio = np.cos(x) * j0(y)
share_z = (quad(lambda s: np.cos(x * s), 0, 1)[0] ** 2
           / quad(lambda s: np.cos(x * s) ** 2, 0, 1)[0])
share_r = (quad(lambda s: 2 * s * j0(y * s), 0, 1)[0] ** 2
           / quad(lambda s: 2 * s * j0(y * s) ** 2, 0, 1)[0])
higher_modes = 1 - share_z * share_r
assert 0 < higher_modes < 0.05

# Production rate expected from electron impact, and three-body gas loss
n_e, k_diss = 1e10, 6e-10
G_estimate = 2 * k_diss * n_e * n_gas * 1e12
c_ozone, c_atoms = 1e-33, 1e-32
gas_loss = (c_ozone * (n_gas * 1e12) ** 2
            + 2 * c_atoms * n_gas * 1e12 * top100 * 1e12)
assert gas_loss < 1e-4 * k

print("INPUTS (round, rough values)")
print(f"production rate while on G0 = {G0*1e12:.2e} cm^-3 s^-1")
print(f"loss rate k = {k:.0f} s^-1; loss time 1/k = {1e3/k:.2f} ms")
print(f"duty cycle D = {D:.2f}")
print(f"pressure = {pressure_mTorr:.0f} mTorr; gas temperature = {T_gas:.0f} K")
print(f"gas density = {n_gas*1e12:.3e} cm^-3")
print("PERIODIC STATE (densities in 1e12 cm^-3)")
print(f"continuous-plasma density G0/k = {G0/k:.3f}")
print(f"predicted mean D*G0/k = {base:.3f}")
print("f (Hz) | n_max | n_min | ripple | mean by integration")
for f, top, low, ripple, mean in table:
    print(f"{f:6.0f} | {top:.4f} | {low:.4g} | {ripple:.4f} | {mean:.5f}")
print("At 100 Hz:")
print(f"  on time = {1e3*D*0.01:.2f} ms, off time = {1e3*(1-D)*0.01:.2f} ms")
print(f"  k*D*T = {k*D*0.01:.4f}, k*(1-D)*T = {k*(1-D)*0.01:.4f}")
print(f"  exp(-k*D*T) = {np.exp(-k*D*0.01):.5f}")
print(f"  exp(-k*(1-D)*T) = {np.exp(-k*(1-D)*0.01):.5f}")
print(f"  exp(-k*T) = {np.exp(-k*0.01):.5f}")
print(f"  midpoint of extremes = {midpoint100:.4f} x 1e12 cm^-3")
print(f"time for start-up error to fall to 1% = {1e3*np.log(100)/k:.1f} ms")
print("SUPPORT FOR THE INPUTS (rough)")
print(f"chamber radius = {radius:.0f} cm, height = {height:.0f} cm")
print(f"wall recombination probability = {gamma:.2f}")
print(f"diffusion coefficient = {diffusivity:.1e} cm^2/s")
print(f"O-atom mean speed = {speed:.3e} cm/s")
print(f"diffusion time = {1e3*t_diffusion:.3f} ms, wall time = {1e3*t_wall:.3f} ms")
print(f"loss rate: estimate = {k_estimate:.1f} s^-1, lowest mode = {k_mode:.1f} s^-1")
print(f"electron density = {n_e:.1e} cm^-3")
print(f"dissociation coefficient = {k_diss:.1e} cm^3/s")
print(f"estimated production rate = {G_estimate:.2e} cm^-3 s^-1")
print("NEGLECTED EFFECTS: change of mean density (%)")
print(f"loss rate while on, with O2 depletion = {k_depleted:.2f} s^-1")
print(f"loss rate while off, gas at {T_wall:.0f} K = {k_cold:.1f} s^-1")
print(f"source rise time = {tau_rise*1e6:.0f} us, tail time = {tau_tail*1e6:.0f} us")
print("f (Hz) | O2 depletion | afterglow cooling | source rise and tail")
for f, depletion, cooling, switching in effects:
    print(f"{f:6.0f} | {depletion:+.2f} | {cooling:+.2f} | {switching:+.2f}")
print(f"cooling case, low-f limit of mean = {slow_limit:.3f} x 1e12 cm^-3")
print(f"cooling case, high-f limit of mean = {fast_limit:.3f} x 1e12 cm^-3")
print(f"corner-to-centre density ratio = {corner_ratio:.3f}")
print(f"production share of higher diffusion modes = {100*higher_modes:.2f} %")
print(f"three-body coefficients: O+O2+M {c_ozone:.0e}, O+O+M {c_atoms:.0e} cm^6/s")
print(f"three-body gas loss rate = {gas_loss:.1e} s^-1")
print("done: every assertion held")
```

It prints:

```
INPUTS (round, rough values)
production rate while on G0 = 5.00e+15 cm^-3 s^-1
loss rate k = 250 s^-1; loss time 1/k = 4.00 ms
duty cycle D = 0.25
pressure = 20 mTorr; gas temperature = 500 K
gas density = 3.863e+14 cm^-3
PERIODIC STATE (densities in 1e12 cm^-3)
continuous-plasma density G0/k = 20.000
predicted mean D*G0/k = 5.000
f (Hz) | n_max | n_min | ripple | mean by integration
    10 | 19.9614 | 1.436e-07 | 19.9614 | 5.00000
   100 | 10.1260 | 1.553 | 8.5731 | 5.00000
  1000 | 5.4780 | 4.541 | 0.9366 | 5.00000
 10000 | 5.0470 | 4.953 | 0.0937 | 5.00000
At 100 Hz:
  on time = 2.50 ms, off time = 7.50 ms
  k*D*T = 0.6250, k*(1-D)*T = 1.8750
  exp(-k*D*T) = 0.53526
  exp(-k*(1-D)*T) = 0.15335
  exp(-k*T) = 0.08208
  midpoint of extremes = 5.8394 x 1e12 cm^-3
time for start-up error to fall to 1% = 18.4 ms
SUPPORT FOR THE INPUTS (rough)
chamber radius = 15 cm, height = 10 cm
wall recombination probability = 0.04
diffusion coefficient = 3.0e+04 cm^2/s
O-atom mean speed = 8.134e+04 cm/s
diffusion time = 0.268 ms, wall time = 3.614 ms
loss rate: estimate = 257.6 s^-1, lowest mode = 258.6 s^-1
electron density = 1.0e+10 cm^-3
dissociation coefficient = 6.0e-10 cm^3/s
estimated production rate = 4.64e+15 cm^-3 s^-1
NEGLECTED EFFECTS: change of mean density (%)
loss rate while on, with O2 depletion = 256.47 s^-1
loss rate while off, gas at 300 K = 193.6 s^-1
source rise time = 20 us, tail time = 5 us
f (Hz) | O2 depletion | afterglow cooling | source rise and tail
    10 | -2.13 | +4.65 | -0.06
   100 | -0.81 | +18.95 | -0.60
  1000 | -0.64 | +20.33 | -6.00
 10000 | -0.64 | +20.34 | -42.81
cooling case, low-f limit of mean = 5.000 x 1e12 cm^-3
cooling case, high-f limit of mean = 6.017 x 1e12 cm^-3
corner-to-centre density ratio = 0.768
production share of higher diffusion modes = 0.36 %
three-body coefficients: O+O2+M 1e-33, O+O+M 1e-32 cm^6/s
three-body gas loss rate = 2.3e-04 s^-1
done: every assertion held
```
